# Circular transfer-length resistance of a disc and a wide outer contact

Q: You put a metal disc on a two-dimensional channel, surround it with a second metal, and measure one resistance. Why should that number split into a channel part and two contact parts? The current has no sharp point at which it leaves the metal.

A: It splits because the geometry has two sharp circles, even though the injection is spread out. Let the disc have radius $a$, and let the outer metal cover $b<r<c$. In the gap $a<r<b$ no current can leave the channel. All of it, $I$, therefore crosses the circle $r=a$ and later the circle $r=b$.

Let $\phi(r)$ be the electrochemical potential of the channel, expressed as a voltage, and let the metals sit at $V_1$ (disc) and $V_2$ (outer). Adding and subtracting $\phi(a)$ and $\phi(b)$ gives

$$V_1-V_2=[V_1-\phi(a)]+[\phi(a)-\phi(b)]+[\phi(b)-V_2].$$

This is an identity, and the continuity of $\phi$ gives $\phi(a)$ and $\phi(b)$ one value each. Dividing by $I$ defines an inner contact, a gap and an outer contact resistance, and $R$ is their sum.

Q: What do you assume in order to calculate them?

A: A steady, axially symmetric state; a diffusive, ohmic channel with sheet resistance $R_s$ in the gap and $R_k$ under the metal; metals that are equipotentials; and a linear interface, whose current per area is the local voltage difference divided by the specific contact resistivity $\rho_c$. No extra current enters through the metal's edge. I count current as positive when it flows outward in the channel.

A circle of radius $r$ has circumference $2\pi r$, so Ohm's law reads

$$\frac{d\phi}{dr}=-\frac{R_\square\,I(r)}{2\pi r},\qquad R_\square=R_s\ \text{or}\ R_k .$$

In the gap $I(r)=I$ is constant, and integration from $a$ to $b$ gives

$$\frac{\phi(a)-\phi(b)}{I}=\frac{R_s}{2\pi}\int_a^b\frac{dr}{r}=\frac{R_s}{2\pi}\ln\frac ba .$$

The logarithm expresses the growing circumference available to a fixed current.

Q: Under the disc the current is not constant. What replaces that integration?

A: Current conservation on a ring. Define $u_1=V_1-\phi$, the voltage across the interface. The ring between $r$ and $r+dr$ has area $2\pi r\,dr$ and receives current from the metal, so

$$\frac{dI}{dr}=\frac{2\pi r}{\rho_c}u_1,\qquad \frac{du_1}{dr}=-\frac{d\phi}{dr}=\frac{R_kI}{2\pi r}.$$

The second equation gives $I=(2\pi r/R_k)u_1'$. Differentiating and inserting the first,

$$\frac{2\pi}{R_k}(u_1'+r u_1'')=\frac{2\pi r}{\rho_c}u_1 .$$

Multiplication by $R_k/(2\pi r)$ yields

$$u_1''+\frac{u_1'}r=\frac{u_1}{L^2},\qquad L=\sqrt{\rho_c/R_k}.$$

$L$ is the transfer length. In the variable $s=r/L$ this is the modified Bessel equation of order zero, with solutions $I_0(s)$ and $K_0(s)$. The subscripted $I_0,I_1$ are functions; plain $I$ is the current.

Q: Why may you discard $K_0$? A logarithmic divergence at one point might be harmless.

A: It would carry a current that has no source. Take $K_1=-K_0'$ as the definition of $K_1$. Near zero $K_0(s)\simeq-\ln(s/2)-\gamma$, where $\gamma$ is Euler's constant, so $K_1(s)\simeq1/s$. A part $BK_0(r/L)$ of $u_1$ gives

$$I(r)=\frac{2\pi r}{R_k}\left[-\frac BL K_1(r/L)\right]\to-\frac{2\pi B}{R_k}\quad(r\to0).$$

That is a finite current through a circle of vanishing size. The interface current collected inside that circle is $\int_0^r(2\pi r'/\rho_c)\,u_1(r')\,dr'$, which vanishes as $r\to0$ even if $u_1$ diverges logarithmically. It cannot provide the finite current, so $B=0$ and $u_1=A I_0(r/L)$.

To find $A$ we need $I_0'$. Term by term,

$$I_0(s)=\sum_{k=0}^\infty\frac{(s/2)^{2k}}{(k!)^2},\qquad I_0'(s)=\sum_{k=1}^\infty\frac{(s/2)^{2k-1}}{k!(k-1)!}=I_1(s).$$

The current at the disc edge must equal $I$:

$$I=\frac{2\pi a}{R_k}\frac AL I_1(a/L)\quad\Rightarrow\quad A=\frac{I R_kL}{2\pi a\,I_1(a/L)}.$$

The inner contact resistance follows as

$$R_{\rm in}=\frac{u_1(a)}I=\frac{R_k}{2\pi}\frac La\frac{I_0(a/L)}{I_1(a/L)}.$$

Q: At the outer contact the current goes from channel to metal. Doesn't that reversed sign turn the exponential-like functions into oscillating ones?

A: No, because two signs reverse. With $u_2=\phi-V_2$,

$$\frac{dI}{dr}=-\frac{2\pi r}{\rho_c}u_2,\qquad \frac{du_2}{dr}=-\frac{R_kI}{2\pi r}.$$

Now $I=-(2\pi r/R_k)u_2'$. Differentiation puts a minus sign on both sides, and these cancel:

$$-\frac{2\pi}{R_k}(u_2'+ru_2'')=-\frac{2\pi r}{\rho_c}u_2
\quad\Rightarrow\quad u_2''+\frac{u_2'}r=\frac{u_2}{L^2}.$$

The centre is not in this region, so both functions stay: $u_2=CK_0(r/L)+DI_0(r/L)$. Using both derivatives,

$$I(r)=\frac{2\pi r}{R_kL}[CK_1(r/L)-DI_1(r/L)].$$

No channel current passes the outer end $r=c$. Write $y=b/L$ and $z=c/L$. Then $CK_1(z)=DI_1(z)$, which is met by $C=E I_1(z)$ and $D=E K_1(z)$ with a common constant $E$. It cancels in $u_2(b)/I(b)$:

$$R_{\rm out}(c)=\frac{R_k}{2\pi y}\,
\frac{K_0(y)I_1(z)+I_0(y)K_1(z)}{K_1(y)I_1(z)-I_1(y)K_1(z)}.$$

Q: Can I drop the outer radius $c$ if the outer contact is wide? How wide is wide?

A: Divide numerator and denominator by $I_1(z)$ and set $q=K_1(z)/I_1(z)$. The Bessel ratio becomes

$$\frac{K_0(y)+qI_0(y)}{K_1(y)-qI_1(y)}
=\frac{K_0(y)}{K_1(y)}\,\frac{1+qI_0(y)/K_0(y)}{1-qI_1(y)/K_1(y)}.$$

For large argument, $I_n(s)\simeq e^s/\sqrt{2\pi s}$ and $K_n(s)\simeq\sqrt{\pi/(2s)}\,e^{-s}$. Hence $q\simeq\pi e^{-2z}$, while $I_n(y)/K_n(y)\simeq e^{2y}/\pi$. Both corrections are then $\epsilon\simeq e^{-2(c-b)/L}$, and $(1+\epsilon)/(1-\epsilon)\simeq1+2\epsilon$. For $b\gg L$ and $c-b$ of several $L$, the relative excess of the outer term is about $2e^{-2(c-b)/L}$.

In the wide limit $q\to0$, and the three parts add to

$$R=\frac{R_s}{2\pi}\ln\frac ba+\frac{R_k}{2\pi}\left[\frac La\frac{I_0(a/L)}{I_1(a/L)}+\frac Lb\frac{K_0(b/L)}{K_1(b/L)}\right].$$

If $R_k=R_s$, one prefactor serves all three terms.

Q: I know contact resistance as a resistance times a width. Where is that here?

A: It is the large-radius limit. For a straight edge of width $W$ the term $u'/r$ is absent, $u$ decays as $e^{-d/L}$ with depth $d$, and the edge current is $Wu(0)/(R_kL)$. The resistance is $R_kL/W=\sqrt{\rho_cR_k}/W$. Setting $W=2\pi a$ or $2\pi b$ gives the terms above with both Bessel ratios replaced by one.

The curvature corrections follow from the ratios' own differential equations. Let $w(x)=I_0/I_1$ with $x=a/L$. The Bessel equation with $I_0'=I_1$ gives $I_1'=I_0-I_1/x$, so

$$w'=1-\frac{I_0I_1'}{I_1^2}=1-w^2+\frac wx .$$

Insert $w=1+\alpha/x+\beta/x^2+\dots$. Order $1/x$ gives $0=-2\alpha+1$. Order $1/x^2$ gives $-\alpha=-\alpha^2-2\beta+\alpha$. Thus $\alpha=1/2$ and $\beta=3/8$.

For $v(y)=K_0/K_1$, the Bessel equation gives $K_1'=-K_0-K_1/y$ and $v'=-1+v^2+v/y$. With the same form of series, the two orders give $0=2\alpha+1$ and $-\alpha=\alpha^2+2\beta+\alpha$, so $\alpha=-1/2$ and $\beta=3/8$. Therefore

$$\frac{I_0}{I_1}=1+\frac1{2x}+\frac3{8x^2}+\dots,\qquad
\frac{K_0}{K_1}=1-\frac1{2y}+\frac3{8y^2}+\dots$$

To first order in curvature,

$$R\simeq\frac{R_s}{2\pi}\ln\frac ba+\frac{R_k}{2\pi}\left[\frac La+\frac Lb+\frac{L^2}{2}\left(\frac1{a^2}-\frac1{b^2}\right)\right].$$

Going deeper under the disc, the rings shrink. They offer less area for transfer and a narrower path along the channel; to this order the two effects contribute equally, and both raise the resistance. Under the outer metal the rings grow, and both effects lower it.

Q: And if the disc is smaller than $L$? Then an edge picture must fail.

A: It does. From the series, $I_0\simeq1+x^2/4$ and $I_1\simeq(x/2)(1+x^2/8)$, so

$$\frac{I_0}{xI_1}\simeq\frac2{x^2}\left(1+\frac{x^2}4-\frac{x^2}8\right)=\frac2{x^2}+\frac14 .$$

Multiplication by $R_k/(2\pi)$, with $R_kL^2=\rho_c$, gives

$$R_{\rm in}\simeq\frac{\rho_c}{\pi a^2}+\frac{R_k}{8\pi}.$$

The first term is the interface used uniformly over its area. The second is the channel loss for uniform injection: then $I(r)=Ir^2/a^2$, and the dissipated power divided by $I^2$ is

$$\frac{R_k}{2\pi a^4}\int_0^a r^3dr=\frac{R_k}{8\pi}.$$

If $b\ll L$ as well, while the outer metal still extends over several $L$, then $yK_1(y)\to1$ and $R_{\rm out}\simeq(R_k/2\pi)[\ln(2L/b)-\gamma]$. The current then spreads under the outer metal to a distance of order $L$ before most of it has left.

Q: Put in numbers. I want a case where the Bessel functions matter.

A: Take rough typical values for a gated monolayer MoS2 channel at 300 K: $R_s=R_k=20\,000$ Ω per square and $\rho_c=1.0\times10^{-5}$ Ω cm². Choose $a=1000$ nm, $b=1500$ nm and $c=5000$ nm. Then $L=223.6$ nm, $a/L=4.472$ and $b/L=6.708$. The ratios are

$$\frac{I_0}{I_1}=\frac{17.058}{15.002}=1.1370,\qquad
\frac{K_0}{K_1}=\frac{5.806\times10^{-4}}{6.224\times10^{-4}}=0.9328 .$$

With $R_s/(2\pi)=3183.1$ Ω, the three parts are

$$\begin{aligned}
R_{\rm gap}&=3183.1\times0.40547=1290.6\ \Omega,\\
R_{\rm in}&=3183.1\times1.1370/4.472=809.3\ \Omega,\\
R_{\rm out}&=3183.1\times0.9328/6.708=442.6\ \Omega.
\end{aligned}$$

The total is 2542.5 Ω, or 2.54 kΩ, and the contacts supply 49% of it. The estimated relative excess from finite outer width is $5\times10^{-14}$, so this outer metal is wide.

Q: Those numbers could repeat an error in your algebra. Is there a route without Bessel functions?

A: Yes. Divide the channel into narrow rings, join neighbours by resistors from Ohm's law, connect each covered ring to its metal through its area divided by $\rho_c$, and solve the linear circuit. For this device the circuit total differs from the formula by $-0.95$ parts per million, and halving the number of rings shifts it by $-2.9$ parts per million.

A second test used $a=100$ nm, $b=400$ nm, $R_s=20\,000$ and $R_k=8000$ Ω per square, with the same $\rho_c$. For a wide outer metal ($c=5000$ nm) and a narrow one ($c=900$ nm), the total and each contact term agreed within 20 parts per million. This confirms the solution of the model. It says nothing about whether a device obeys the assumptions, which the circuit shares.

Q: Does most current really enter within one transfer length of the edge?

A: Here it does. The solutions give the fraction of $I$ still carried by the channel:

$$\frac{I(r)}I=\frac{rI_1(r/L)}{aI_1(a/L)}\ (r<a),\qquad
\frac{I(r)}I=\frac{rK_1(r/L)}{bK_1(b/L)}\ (r>b).$$

Within $L$ of the edge, 68.7% is exchanged under the disc and 60.8% under the outer metal. A straight edge would give $1-e^{-1}=63.2\%$. The large-argument forms explain the order: they multiply the remaining fraction $e^{-1}$ by $\sqrt{(a-L)/a}<1$ inside and by $\sqrt{(b+L)/b}>1$ outside.

Q: The two curvature corrections have opposite signs. Why not let them cancel and use straight edges?

A: They cancel partly. The straight-edge total is 2476.9 Ω, which is 2.6% below the full result. The first curvature term brings it to 2521.1 Ω. The damage is larger when $\rho_c$ is extracted. Suppose the total is 2542.5 Ω and $R_s=R_k$ is known. Straight edges then give

$$L_{\rm est}=\frac{(2542.5-1290.6)/3183.1}{1/1000+1/1500}\ \text{nm}=236.0\ \text{nm}.$$

Since $\rho_c=R_kL^2$, this means $1.114\times10^{-5}$ Ω cm², which is 11% above the value put in. The 2.6% error in the total falls entirely on the contact half, and squaring $L$ roughly doubles its relative error.

Q: Is this a realistic device, and which assumption would hurt most?

A: The values imply a mobility of 31 cm²/Vs at a density of $10^{13}$ cm⁻², a plausible range for such a channel. The width-normalized contact resistance, $R_kL\simeq4.5$ kΩ µm, describes an ordinary contact; good ones are roughly below 1 kΩ µm. I chose a small disc to make curvature visible.

The largest change among those I sized comes from $R_k\ne R_s$, since metal can dope, screen or damage the layer beneath it. With $R_s$, $\rho_c$ and the radii fixed, halving $R_k$ lowers $R$ by 13% and doubling it raises $R$ by 19%. The factor of two is an illustration, not a bound: for a metal 0.5 nm from the channel, an offset of about 0.9 V between metal and channel corresponds to the whole density of $10^{13}$ cm⁻², so a real contact can shift $R_k$ further. At large radii, and with an outer metal several $L$ wide, the contact terms contain to leading order the product $\rho_cR_k$ alone, so resistance data in that limit cannot separate the two. Current through the metal's edge, also omitted, would add a parallel path and lower $R$; these parameters do not determine by how much.

Q: A metal contact to a semiconductor need not be linear. What about that, and the other idealizations?

A: At a total bias of 10 mV the voltage across the interface at the disc edge is 3.2 mV, against a thermal voltage of 25.9 mV. Suppose each interface follows an exponential diode law with the same zero-bias $\rho_c$. The total then changes by $-0.58\%$ when the disc contact is forward biased and by $+0.63\%$ when it is reverse biased. One contact is forward while the other is reverse, so their leading changes oppose each other. Under this diode law what counts is the voltage across an interface, not the total bias. With $x$ the local interface voltage in units of the thermal voltage, the forward current exceeds the linear value by the factor $(e^x-1)/x$, which is 1.72 at $x=1$. A total bias of 26 mV gives only $x\simeq0.3$ at the disc edge and changes $R$ by $-1.4\%$ with the disc forward biased.

The backscattering mean free path is 2.5 nm, about 1% of $L$, so diffusive transport is reasonable. This is the length at which the sheet's diffusive resistance equals its ballistic resistance, with the 300 K carrier distribution, a mass of 0.5 electron masses and two valleys. It is only a formal length here: the Fermi wavevector times the momentum mean free path is $h/(2e^2R_s)\simeq0.65$ in the degenerate limit, and since 300 K lies slightly above the Fermi temperature of 278 K, the thermal average for a constant scattering time is about 0.9. Neither exceeds one, so a picture of free flight between collisions does not hold. The model needs only a local sheet resistance on the scale of $L$. The ballistic resistance for the disc circumference is 8 Ω, a scale for the neglected injection effect and not a calculated correction.

Metal of 0.5 Ω per square, with the disc fed through a via of radius 300 nm, adds 0.15 Ω. Acting through a 90 nm oxide gate, the test bias changes the carrier density by at most 0.024%. Under the contacts the metal is a much closer gate: treated as a plate 0.5 nm from the channel, with vacuum between, it changes the density at the disc edge by about 0.35%. If the dissipated power is spread evenly over a circle of radius $b$ and only the oxide resists the heat flow, the temperature rises by 0.4 mK; at the disc edge, ignoring lateral spreading, the local dissipation gives about 1.2 mK, and about 2.4 mK with a channel-oxide boundary conductance of 14 MW/(m² K). For this device at 10 mV these estimated effects are small beside the 13% to 19% change in $R$ caused by a factor of two in $R_k$.

## Values computed for the example and the checks

```
disc radius a = 1000 nm
outer contact inner edge b = 1500 nm
outer contact outer edge c = 5000 nm
sheet resistance Rs = Rk = 20000 ohm per square
contact resistivity = 1.00e-05 ohm cm2
transfer length L = 223.61 nm
a/L = 4.4721, b/L = 6.7082 (no unit)
I0(a/L) = 17.0578, I1(a/L) = 15.0024 (no unit)
K0(b/L) = 5.8057e-04, K1(b/L) = 6.2243e-04 (no unit)
I0/I1 = 1.13700 (no unit)
K0/K1 = 0.93275 (no unit)
ln(b/a) = 0.40547 (no unit)
Rs/(2 pi) = 3183.10 ohm
gap resistance = 1290.64 ohm
inner contact resistance = 809.27 ohm
outer contact resistance = 442.60 ohm
total resistance = 2542.51 ohm
both contacts, share of total = 49.24 %
ring network total = 2542.51 ohm
network minus formula = -0.95 ppm
network shift on halving rings = -2.86 ppm
current within L of disc edge = 68.68 %
current within L of outer edge b = 60.82 %
straight-edge total = 2476.91 ohm
total with first curvature term = 2521.12 ohm
straight-edge inferred L = 235.97 nm
straight-edge inferred resistivity = 1.114e-05 ohm cm2
error of that resistivity = 11.37 %
total if Rk is halved = 2208.25 ohm
change if Rk is halved = -13.15 %
total if Rk is doubled = 3026.40 ohm
change if Rk is doubled = 19.03 %
test bias = 10.0 mV
temperature = 300 K
thermal voltage = 25.85 mV
inner contact edge drop = 3.183 mV
exponential law, disc forward: R change = -0.584 %
exponential law, disc reverse: R change = 0.627 %
metal sheet resistance = 0.50 ohm per square
via radius = 300 nm
resistance added by metal = 0.1473 ohm
full-current metal estimate = 0.1916 ohm
finite-width relative excess of outer term = 5.08e-14
carrier density = 1.0e+13 cm-2
mass = 0.50 electron masses, valleys = 2
implied mobility = 31.21 cm2/Vs
Fermi temperature = 277.8 K
backscattering mean free path = 2.536 nm
mean free path / L = 1.134 %
ballistic resistance at disc edge = 8.071 ohm
oxide thickness = 90 nm
oxide relative permittivity = 3.9 (no unit)
oxide thermal conductivity = 1.4 W/(m K)
largest gate-density change = 0.0239 %
dissipated power = 39.33 nW
estimated heating = 0.358 mK
```
